# Normalizing the open-path histogram and extracting the condensate fraction

## Definitions and conventions

There are $N$ identical bosons of mass $m$ in a periodic cell of volume $V$ in $d$ dimensions, with density $n=N/V$ and inverse temperature $\beta$. The Hamiltonian is $H=T+U$, where $T$ is the kinetic energy and $U$ a real interaction that depends on relative positions. The canonical state is therefore invariant under translations. Write $R=(r,r_2,\ldots,r_N)$ and $R'=(r',r_2,\ldots,r_N)$: these two configurations differ in one particle. All integrals run over the cell.

The symmetrized density matrix and the closed-sector partition function are

$$
\rho_B(R_1,R_2)=\frac1{N!}\sum_{\mathcal P}\langle R_1|e^{-\beta H}|\mathcal P R_2\rangle,
\qquad
Z_N=\int dR\,\rho_B(R,R).
$$

The one-body density matrix is

$$
n_1(r,r')=\langle\psi^\dagger(r')\psi(r)\rangle=n\,g(s),\qquad s=r-r',
$$

where $s$ is reduced to the cell. Translation invariance permits the single argument $s$. The condensate fraction of the finite cell is defined as the fraction of particles with zero momentum, $f_0=\langle a_0^\dagger a_0\rangle/N$.

In the open sector one labelled particle is cut at one chosen imaginary time. Its path runs between two independent ends $r$ and $r'$, possibly through other particles because of exchange. The sector carries a constant weight $C$:

$$
Z_{\rm open}=C\int dr\,dr'\,dr_2\cdots dr_N\,\rho_B(R,R').
$$

An open configuration has one more position than a closed one, so $C$ has the dimension of an inverse volume. The weights are assumed non-negative, so that they can be sampled, and $Z_{\rm open}>0$. Let $P(s)$ be the probability density of $s$ within the open sector, with $\int P\,ds=1$.

## Theorem

Under these assumptions,

$$
g(0)=1,\qquad \frac{Z_{\rm open}}{Z_N}=CVf_0,\qquad P(s)=\frac{g(s)}{Vf_0}.
$$

Consequently

$$
g(s)=\frac{P(s)}{P(0)},\qquad f_0=\frac1{V P(0)}=\frac1V\int g(s)\,ds .
$$

### Lemma 1: the path expression and its value at zero distance

In first quantization, $\psi^\dagger(r')\psi(r)=\sum_i |r'\rangle\langle r|_i$. Each of the $N$ terms has the same expectation value by exchange symmetry. For one term, the trace of the state with $|r'\rangle\langle r|$ puts $r$ on the left and $r'$ on the right of the density matrix, while all other particles are traced. Hence

$$
n_1(r,r')=\frac{N}{Z_N}\int dr_2\cdots dr_N\,\rho_B(R,R').
$$

Set $r'=r$ and integrate over $r$. The integral becomes $Z_N$, so $\int n_1(r,r)\,dr=N$. By translation invariance the left side is also $Vn\,g(0)=N g(0)$. Thus $g(0)=1$. $\square$

### Lemma 2: the cell average selects zero momentum

With $a_k=V^{-1/2}\int e^{-ik\cdot r}\psi(r)\,dr$,

$$
\langle a_k^\dagger a_k\rangle
=\frac1V\int dr\,dr'\,e^{-ik\cdot(r-r')}n\,g(r-r')
=n\int ds\,e^{-ik\cdot s}g(s).
$$

The integral over the common position supplied a factor $V$. Division by $N=nV$ gives

$$
f_k=\frac{\langle a_k^\dagger a_k\rangle}{N}=\frac1V\int e^{-ik\cdot s}g(s)\,ds,
\qquad g(s)=\sum_k f_k e^{ik\cdot s}.
$$

At $k=0$ the first relation is $f_0=V^{-1}\int g\,ds$. $\square$

### Proof of the theorem

Lemma 1 gives $\int dr_2\cdots dr_N\,\rho_B(R,R')=Z_N n_1(r,r')/N$. At fixed $s$, integration over the common position of the two ends gives the open weight per volume of $s$:

$$
W(s)=C\,V\,\frac{Z_N}{N}\,n\,g(s)=C Z_N g(s),
$$

because $Vn/N=1$. Integrating over $s$ and using Lemma 2, $Z_{\rm open}=CZ_N\int g\,ds=CZ_NVf_0$. Then $P(s)=W(s)/Z_{\rm open}=g(s)/(Vf_0)$. At $s=0$, Lemma 1 gives $P(0)=1/(Vf_0)$, from which the remaining relations follow. $\square$

## Two ways to normalize the data

Let $H_b$ be the number of open samples in a bin of volume $\Delta_b$, and $N_c$ the number of closed samples in the same run. The ratio of their expected values is $C\int_b g\,ds$, so the bin average of $g$ is estimated by

$$
\bar g_b=\frac{H_b}{C\,\Delta_b\,N_c}.
$$

This normalization uses no data near the origin as a reference. Summing $\Delta_b\bar g_b/V$ over the whole cell gives $f_0=N_{\rm open}/(CVN_c)$. The second way uses only open samples, extrapolates $P$ to zero distance and divides by the result.

**Remark on counting cuts.** If the sampler may cut any of $N$ particles at any of $M$ equivalent time slices, and counts all these open configurations, $C$ is replaced by $NMC$ in the ratio. Exchange symmetry makes the particles equivalent, and the cyclic property of the trace makes the slices equivalent. The shape $P(s)$ is unchanged. Samples whose ends lie at different imaginary times measure another correlation function and do not enter this histogram.

**Behaviour near zero.** If the second momentum moment is finite, expand $e^{ik\cdot s}$ and average over the directions of $s$. The linear term vanishes and $(k\cdot s)^2$ becomes $k^2s^2/d$. The kinetic energy per particle is $K=\sum_k f_k\hbar^2k^2/(2m)$, so

$$
\langle g(s)\rangle_{\rm directions}=1-\frac{s^2}{2d}\sum_k f_kk^2+\cdots
=1-\frac{mK}{d\hbar^2}s^2+\cdots .
$$

In one dimension, or in a cubic cell with a state of cubic symmetry, this coefficient also holds along each direction separately. In a cell with unequal sides the curvature can depend on direction, and only its average is fixed by $K$. Because the direction-averaged $g$ decreases from one at the origin, the expected average over a narrow first bin is slightly below one. A fit should compare its counts with bin averages of the powers of $s$; in one dimension the average of $s^2$ between $a$ and $b$ is $(b^3-a^3)/[3(b-a)]$. Continuing with even powers requires the higher moments to be finite as well, as they are for the smooth interaction used below.

For radial bins in a cube of side $L$, a shell with radius above $L/2$ lies partly outside the cell. Its $\Delta_b$ is the volume inside. Stopping at $L/2$ would omit a fraction $1-\pi/6\approx0.48$ of the volume needed for the cell average.

## Lemma 3: discrete paths and the weight of the ends

Let $\tau=\beta/M$ and replace $e^{-\beta H}$ by

$$
\rho_M=A^M,\qquad A=e^{-\tau U/2}e^{-\tau T}e^{-\tau U/2}.
$$

The theorem holds for the state defined by $\rho_M$. In the open sector each end carries the factor $e^{-\tau U/2}$; inner slices carry $e^{-\tau U}$.

*Proof.* $A$ is invariant under translations and exchange, and these are the properties used in the proofs above. In the product $A^M$, two half factors meet at every inner slice and one is left at each end. On closing, $U(R)=U(\mathcal P R)$, so the end factors merge into $e^{-\tau U}$. $\square$

For smooth bounded $U$ on a finite basis, $A(-\tau)=A(\tau)^{-1}$. Therefore $\ln A$ is odd in $\tau$, and $A=\exp[-\tau(H+\tau^2H_2+\cdots)]$ for small $\tau$. At fixed $\beta$ the leading error is of order $\tau^2$.

Suppose instead that $r'$ carries the full interaction factor and $r$ none. The open weight is multiplied by $e^{\tau[U(R)-U(R')]/2}$. This is one at $r=r'$, so $g(0)=1$ survives. The symmetrized $\rho_M$ is real and symmetric; averaging the integrand with the one obtained by exchanging $r$ and $r'$ gives

$$
\frac{f_0^{\rm wrong}}{f_0}
=\frac{\int \rho_B(R,R')\cosh\{\tau[U(R)-U(R')]/2\}}{\int\rho_B(R,R')}\ge1,
$$

where $\rho_B$ now denotes the discrete state and the integrals run over all open positions. Unit value at the origin cannot detect this fault.

**Sampling rule.** To open a path, draw $r'$ uniformly in the cell, with density $1/V$. To close it, set $r'=r$. With both directions attempted equally often, detailed balance is satisfied by

$$
p_{\rm open}=\min\left(1,\,CV\frac{w_{\rm open}}{w_{\rm closed}}\right),\qquad
p_{\rm close}=\min\left(1,\,\frac{w_{\rm closed}}{CVw_{\rm open}}\right),
$$

where $w$ is a path weight without $C$. The factor $V$ is the inverse proposal density.

## Example 1: two interacting bosons on a ring

Hartree units have no natural role in this model. Take $\hbar=m=1$ and a length unit $\ell$. The ring has $L=4\ell$, the pair potential is $4\cos^8(\pi x/L)$, $\beta=2$ and $M=4$. Paths were sampled in both sectors, including exchange and winding, with $C=0.30\,\ell^{-1}$. The reference is the discrete density matrix evaluated by matrix products on a position grid.

The ratio of open to closed samples is $1.0019$. Since $CV=0.30\times4.0=1.20$,

$$
f_0=\frac{1.0019}{1.20}=0.8349\pm0.0017 .
$$

An even polynomial fitted to the bins with $|s|<1\,\ell$ gives $P(0)=0.2989\pm0.0011\,\ell^{-1}$. The second route is then $1/(4.0\times0.2989)\approx0.836$, with error $0.003$. The reference is $0.8339$, so both routes agree with it within their statistical errors. Applied to the absolutely normalized counts, the fit gives $g(0)=0.998\pm0.003$. Here the unit value is measured, since the sector counts fixed the scale beforehand.

| Bin centre ($\ell$) | $g$ from counts | Reference |
|---|---:|---:|
| 0.0625 | 0.994 ± 0.004 | 0.999 |
| 0.9375 | 0.841 ± 0.004 | 0.841 |
| 1.9375 | 0.692 ± 0.005 | 0.685 |

The reference kinetic energy per particle is $0.2381$, so the expansion predicts $g''(0)=-2K=-0.4762$ in these units. A finite difference of $g$ gives the same four digits.

At the farthest point, $g(L/2)=0.684$, which is 18% below $f_0=0.834$. This is no sampling error: the terms with $k\ne0$ in Lemma 2 have not disappeared. In this small cell the end of the curve is not the zero-momentum fraction.

The one-sided end weight gives $0.892$, or 7% above the correct discrete value, although its $g(0)$ is one. The time step matters too: diagonalizing the Hamiltonian on the same grid gives $f_0=0.8624$, so four slices are 3.3% too low. That error far exceeds the statistical error. The errors with 16 and 32 slices have the ratio $4.03$, close to the factor four expected from order $\tau^2$.

## Example 2: the ideal gas and the large-cell limit

A finite $f_0$ does not by itself establish a bulk condensate. The criterion is a nonzero limit of $f_0$ as $N\to\infty$ at fixed $n$, fixed temperature and fixed cell shape. The shape matters: if one side grows faster than $N^{1/2}$, many low-momentum states share the particles, and $f_0$ of the ideal gas tends to zero even below the bulk transition temperature. The ideal gas in a cube shows how this limit is approached.

Let $\rho_1(s;l\beta)$ be the free one-particle density matrix on the periodic cell. An open path that passes through $l$ particles can be formed in $(N-1)!/(N-l)!$ ways. The remaining particles contribute $(N-l)!\,Z_{N-l}$. With the prefactor $1/N!$ this is $Z_{N-l}/N$, and Lemma 1 gives

$$
g(s)=\frac1n\sum_{l=1}^N\rho_1(s;l\beta)\frac{Z_{N-l}}{Z_N}.
$$

Because $\int\rho_1\,ds=1$, its cell average is $f_0=N^{-1}\sum_l Z_{N-l}/Z_N$. The numerical test compares the average of this path sum with a separate count of particles placed in the zero-momentum state.

Use $\hbar=m=k_B=1$, $n=1$ and half the bulk transition temperature, $T=T_c/2=1.656$.

| Side $L$ | $N$ | $f_0$ | $g$ at face centre | $g$ at corner |
|---|---:|---:|---:|---:|
| 6 | 216 | 0.7688 | 0.7669 | 0.7359 |
| 8 | 512 | 0.7390 | 0.7368 | 0.7135 |
| 12 | 1728 | 0.7085 | 0.7067 | 0.6912 |

The corner lies below $f_0$ by 4.3%, 3.4% and 2.4% of $f_0$. The face centre is within 0.3%. A plateau reading thus depends on direction. The corner happens to lie nearer the bulk fraction, but it is still not the zero-momentum occupation of the cell.

**Finite-size correction.** Below $T_c$ in a large cell, the chance that the excited states would need more than $N$ particles is negligible. The condensate then acts as a reservoir at zero energy, and each excited state has occupation $b(k)=1/(e^{\beta k^2/2}-1)$. Put $a=\beta/2$ and split off the singular part:

$$
b(k)=\frac{e^{-ak^2}}{ak^2}+q(k),\qquad q(0)=1-\frac12=\frac12 .
$$

The function $q$ is smooth and decays rapidly. Its full lattice sum equals the integral up to terms smaller than any power of $1/L$, but the excited sum omits $k=0$ and so contributes $-1/2$. For the singular part use $e^{-ak^2}/k^2=\int_a^\infty e^{-uk^2}du$ and $u=L^2w$. Its sum minus its integral is

$$
\frac{L^2}{a}\int_{a/L^2}^{\infty}\!dw
\left[\sum_{j\ne0}e^{-4\pi^2j^2w}-\frac1{(4\pi w)^{3/2}}\right]
=\frac{\kappa L^2}{a}+1,
$$

where $j$ runs over integer vectors and $\kappa$ is the integral from zero. The bracket tends to $-1$ as $w\to0$, with corrections smaller than any power of $w$; removing the interval below $a/L^2$ therefore adds $+1$. Altogether the excited number exceeds its bulk value by $\kappa L^2/a+1/2$. Since $N=L^3$ here,

$$
f_0(L)=f_{\rm bulk}+\frac{c}{L}-\frac1{2N},\qquad c=-\frac{\kappa}{a}.
$$

The bulk excited density is $\sum_l(2\pi l\beta)^{-3/2}$, proportional to $T^{3/2}$, and equals $n$ at $T_c$. Hence $f_{\rm bulk}=1-(1/2)^{3/2}=0.64645$. Solving for $c$ from the three cells gives $0.748$ each time, which supports the derived form.

A straight line in $1/L$ through the two larger cells gives

$$
\frac{12(0.70848)-8(0.73896)}{4}=0.6475 .
$$

It exceeds the bulk value by $0.0011$. The neglected term predicts this shift: $[-12/(2\cdot1728)+8/(2\cdot512)]/4=0.0011$. This size dependence belongs to the ideal gas; interactions change the low-momentum occupations, and the extrapolation law must then be established for the system studied.

## Computed values

```
RING MODEL, hbar = m = 1, length unit ell
circumference L = 4.0 ell; particles = 2; time slices = 4
inverse temperature = 2.0 m ell^2/hbar^2; time step = 0.50 same unit
repulsion height = 4.0 hbar^2/(m ell^2); open weight C = 0.30 1/ell
walkers = 2000; measured sweeps = 550; bin width = 0.125 ell
open samples = 550523; closed samples = 549477
sector ratio open/closed = 1.0019
bin centre (ell), P (1/ell), g from counts, its error, g reference
  0.0625  0.2975  0.9935  0.0044  0.9988
  0.1875  0.2978  0.9946  0.0064  0.9914
  0.4375  0.2861  0.9554  0.0049  0.9571
  0.6875  0.2729  0.9116  0.0055  0.9035
  0.9375  0.2518  0.8410  0.0044  0.8414
  1.1875  0.2324  0.7762  0.0059  0.7816
  1.4375  0.2190  0.7315  0.0039  0.7326
  1.6875  0.2090  0.6980  0.0045  0.6996
  1.9375  0.2071  0.6918  0.0048  0.6851
P(0) from even fit = 0.2989 +- 0.0011 1/ell
g(0) from sector counts and fit = 0.9981 +- 0.0030
fit bias at zero distance, reference data = -2.9e-04
f0 from sector ratio = 0.8349 +- 0.0017
f0 from 1/(L P(0)) = 0.8365 +- 0.0031
f0 reference, 4 slices = 0.83393
g(L/2) reference, 4 slices = 0.68430
kinetic energy per particle = 0.23810 hbar^2/(m ell^2)
curvature of g at zero = -0.47616 1/ell^2
f0 with one-sided end weight = 0.89174; its g(0) = 1.00000
f0 with 16 slices = 0.860711; with 32 slices = 0.861994
f0 from Hamiltonian = 0.862417; error ratio 16/32 slices = 4.027
IDEAL GAS, hbar = m = 1, density = 1, length unit n^(-1/3)
bulk Tc = 3.3125, T = 1.6563 hbar^2 n^(2/3)/(m k_B)
side, N, f0, g at (L/2,0,0), g at (L/2,L/2,L/2)
  6  216  0.76878  0.76686  0.73587
  8  512  0.73896  0.73678  0.71351
  12  1728  0.70848  0.70667  0.69116
f0 extrapolated in 1/L from sides 8 and 12 = 0.64753
bulk condensate fraction = 0.64645
```
